\section*{The Caroli transmission trace and the one-channel scattering amplitude}

\section{What the squared amplitude misses}

Suppose that a wave of unit amplitude arrives at a contact from a metal, and the wave entering the semiconductor has amplitude $a$. If $|a|^2$ is used as the transmission probability, electrons are not conserved when the two leads have different velocities and the transmitted wave is not zero. In the model contact of Section \ref{sec:example}, $|a|^2=0.470$ and the reflection probability is $0.811$, which add up to $1.281$. The transmission probability is $0.189$. The missing factor is the velocity ratio $v_R/v_L$.

The Caroli trace
\begin{equation}
T(E)=\operatorname{Tr}\left[\Gamma_R G\,\Gamma_L G^\dagger\right]
\label{eq:caroli}
\end{equation}
contains this factor through the matrices $\Gamma_L$ and $\Gamma_R$. It is derived here from the current, and then shown to equal $|s|^2$, where $s$ is the amplitude between waves of unit flux in leads with one open channel each.

\section{Model and elimination of the leads}

The electrons are independent and the basis is orthonormal. Hartree atomic units are used, $\hbar=e=m_e=1$, and currents count electrons per unit time and per spin. The device has a Hermitian $N\times N$ matrix $H$, which may be complex. The leads are semi-infinite, with matrices $H_L$ and $H_R$. The block $W_\alpha$ couples lead $\alpha$ to the device: its rows belong to the device and its columns to the lead. There is no direct coupling between the leads:
\begin{equation}
H_{\rm tot}=\begin{pmatrix}H_L&W_L^\dagger&0\\ W_L&H&W_R\\ 0&W_R^\dagger&H_R\end{pmatrix}.
\end{equation}
A direct $L$--$R$ element would open a path that \eqref{eq:caroli} does not count. The device must then be enlarged until it contains that path.

Let $z=E+i\eta$ with $\eta>0$. In $(z-H_{\rm tot})G_{\rm tot}=1$, take the column block that belongs to the device and write $G$ for its device part. The lead rows give
\begin{equation}
(z-H_\alpha)G_{\alpha D}-W_\alpha^\dagger G=0
\;\Rightarrow\;
G_{\alpha D}=g_\alpha W_\alpha^\dagger G,\quad g_\alpha=(z-H_\alpha)^{-1}.
\label{eq:gad}
\end{equation}
Inserting this in the device row, $(z-H)G-W_LG_{LD}-W_RG_{RD}=1$, gives
\begin{equation}
G=(z-H-\Sigma_L-\Sigma_R)^{-1},\qquad
\Sigma_\alpha=W_\alpha g_\alpha W_\alpha^\dagger .
\label{eq:green}
\end{equation}
The limit $\eta\to0^+$ is now taken. It selects waves that leave the device. The limit is assumed to exist. Band edges are excluded, and so is any bound state at energy $E$ with weight in the device, whether it is confined there or has a decaying tail in a lead. The level-width matrices are
\begin{equation}
\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger).
\label{eq:gamma}
\end{equation}

\section{The trace from the current}

Let $\phi_a(E)$ be the continuum states of the isolated left lead, normalized in energy: $\langle\phi_a(E)|\phi_b(E')\rangle=\delta_{ab}\delta(E-E')$. Once the coupling is present, $\phi_a$ becomes the scattering state $\psi=\phi_a+G_{\rm tot}W_L\phi_a$, because $W_L\phi_a$ is the part of $H_{\rm tot}\phi_a$ that the isolated lead lacks. This source lies in the device, so by \eqref{eq:gad}
\begin{equation}
\psi_D=GW_L\phi_a,\qquad \psi_R=g_RW_R^\dagger\psi_D .
\label{eq:state}
\end{equation}

The current into the right lead follows from $i\dot\psi_R=H_R\psi_R+W_R^\dagger\psi_D$. In the rate of change of $\psi_R^\dagger\psi_R$, the Hermitian $H_R$ only moves density within the lead. The coupling term is the flow through the interface:
\begin{equation}
J=-i\psi_R^\dagger W_R^\dagger\psi_D+{\rm c.c.}
=2\operatorname{Im}\left(\psi_R^\dagger W_R^\dagger\psi_D\right).
\label{eq:current}
\end{equation}
By \eqref{eq:state}, the bracket is $\psi_D^\dagger W_Rg_R^\dagger W_R^\dagger\psi_D=\psi_D^\dagger\Sigma_R^\dagger\psi_D$. Since $2\operatorname{Im}X=-i(X-X^*)$,
\begin{equation}
J=-i\,\psi_D^\dagger(\Sigma_R^\dagger-\Sigma_R)\psi_D
=\psi_D^\dagger\Gamma_R\psi_D .
\label{eq:flux}
\end{equation}

The currents of all states $a$ at energy $E$ are now added. Completeness of the lead states gives
\begin{equation}
g_L(E)=\sum_a\int dE'\,\frac{\phi_a(E')\phi_a^\dagger(E')}{E-E'+i0}+\cdots,
\end{equation}
where the dots stand for bound states of the isolated lead. None is assumed to lie at $E$ itself, so they add nothing to $g_L-g_L^\dagger$ at $E$. From $1/(x+i0)-1/(x-i0)=-2\pi i\,\delta(x)$ we get $g_L-g_L^\dagger=-2\pi i\sum_a\phi_a\phi_a^\dagger$, and hence
\begin{equation}
\Gamma_L=iW_L(g_L-g_L^\dagger)W_L^\dagger
=2\pi\sum_aW_L\phi_a\phi_a^\dagger W_L^\dagger .
\label{eq:complete}
\end{equation}
The current per unit energy from filled left states is therefore
\begin{equation}
\sum_a\phi_a^\dagger W_L^\dagger G^\dagger\Gamma_RGW_L\phi_a
=\frac1{2\pi}\operatorname{Tr}[\Gamma_RG\Gamma_LG^\dagger]
=\frac{T(E)}{2\pi}.
\end{equation}

\subsection{The order of the leads}

Let $\Gamma=\Gamma_L+\Gamma_R$. From \eqref{eq:green} at real energy, $(G^\dagger)^{-1}-G^{-1}=\Sigma-\Sigma^\dagger=-i\Gamma$, with $\Sigma=\Sigma_L+\Sigma_R$. Multiplying by $G$ on the left and $G^\dagger$ on the right, or the other way round, gives $G-G^\dagger$ on the left-hand side in both cases:
\begin{equation}
i(G-G^\dagger)=G\Gamma G^\dagger=G^\dagger\Gamma G .
\label{eq:spectral}
\end{equation}
Multiply the last equality by $\Gamma_L$ and take the trace. The terms with two factors $\Gamma_L$ are equal by cyclic permutation and cancel. What remains is
\begin{equation}
\operatorname{Tr}[\Gamma_LG\Gamma_RG^\dagger]
=\operatorname{Tr}[\Gamma_LG^\dagger\Gamma_RG]
=\operatorname{Tr}[\Gamma_RG\Gamma_LG^\dagger].
\end{equation}
Transmission from right to left thus equals transmission from left to right, even for complex $H$. With lead occupations $f_L$ and $f_R$, the net steady current carried by the scattering states is
\begin{equation}
I=\int\frac{dE}{2\pi}\,T(E)\,[f_L(E)-f_R(E)]
\end{equation}
per spin. The cancellation used the fact that there are two leads. A third lead would add its own $\Gamma$ to \eqref{eq:spectral}, and the argument would no longer fix each pair separately.

A finite $\eta$ in the device inverse acts as such an extra lead. Then $(G^\dagger)^{-1}-G^{-1}=-i(\Gamma+2\eta)$, and the same steps give
\begin{equation}
\operatorname{Tr}[\Gamma_LG\Gamma_RG^\dagger]-\operatorname{Tr}[\Gamma_RG\Gamma_LG^\dagger]
=2\eta\operatorname{Tr}[\Gamma_L(G^\dagger G-GG^\dagger)].
\end{equation}
If the lead self-energies are known at real energy, $\eta$ should be left out of the device inverse.

\section{One channel in each lead}

\subsection{The chain and its self-energy}

Each lead is now a chain of sites $n=0,1,2,\ldots$, counted away from the device. The site energy is $\varepsilon_\alpha$, and the matrix element between neighbours is $-t_\alpha$ with $t_\alpha>0$. The column vector $w_\alpha$ couples site $n=0$ to the device. For $0<k_\alpha<\pi$,
\begin{equation}
E=\varepsilon_\alpha-2t_\alpha\cos k_\alpha,\qquad
v_\alpha=\frac{dE}{dk_\alpha}=2t_\alpha\sin k_\alpha>0 .
\label{eq:band}
\end{equation}
The wave $e^{ik_\alpha n}$ moves away from the device. Formula \eqref{eq:current}, applied to one bond of the chain, gives its flux:
\begin{equation}
2\operatorname{Im}\left[e^{-ik_\alpha(n+1)}(-t_\alpha)e^{ik_\alpha n}\right]
=2t_\alpha\sin k_\alpha=v_\alpha .
\end{equation}
A wave of unit flux therefore has amplitude $1/\sqrt{v_\alpha}$.

Only the end-site element of the lead Green function is needed, and from here on $g_\alpha$ denotes this number. Splitting off the end site leaves an identical chain, so elimination as in \eqref{eq:green} gives $1/g_\alpha=E-\varepsilon_\alpha-t_\alpha^2g_\alpha$. The solution is
\begin{equation}
g_\alpha=-\frac{e^{ik_\alpha}}{t_\alpha},
\label{eq:surface}
\end{equation}
because then $E-\varepsilon_\alpha-t_\alpha^2g_\alpha=-t_\alpha(e^{ik_\alpha}+e^{-ik_\alpha})+t_\alpha e^{ik_\alpha}=-t_\alpha e^{-ik_\alpha}=1/g_\alpha$. The other root has $k_\alpha\to-k_\alpha$. It is excluded because a small $\eta$ shifts $k_\alpha$ by $i\eta/v_\alpha$ to first order, and the retarded function must decay into the lead: $|e^{ik_\alpha}|<1$. In code, the sign to look for inside the band is $\operatorname{Im}g_\alpha<0$. At a real energy outside the band both roots are real, and the one with $|t_\alpha g_\alpha|<1$ is taken. With $\Sigma_\alpha=g_\alpha w_\alpha w_\alpha^\dagger$,
\begin{equation}
\Gamma_\alpha=-2\operatorname{Im}g_\alpha\,w_\alpha w_\alpha^\dagger
=\frac{v_\alpha}{t_\alpha^2}\,w_\alpha w_\alpha^\dagger .
\label{eq:rankone}
\end{equation}

\subsection{Matching the waves}

A unit-flux wave arrives from the left:
\begin{equation}
\psi^L_n=\frac{e^{-ik_Ln}+r\,e^{ik_Ln}}{\sqrt{v_L}},\qquad
\psi^R_n=\frac{s\,e^{ik_Rn}}{\sqrt{v_R}} .
\end{equation}
The equation at an end site is $(E-\varepsilon_\alpha)\psi_0=-t_\alpha\psi_1+w_\alpha^\dagger\psi_D$. The same wave, continued to $n=-1$, satisfies $(E-\varepsilon_\alpha)\psi_0=-t_\alpha\psi_1-t_\alpha\psi_{-1}$. Subtraction gives $-t_\alpha\psi_{-1}=w_\alpha^\dagger\psi_D$, that is,
\begin{align}
-\frac{t_L}{\sqrt{v_L}}\left(e^{ik_L}+r\,e^{-ik_L}\right)&=w_L^\dagger\psi_D,
\label{eq:endl}\\
-\frac{t_R}{\sqrt{v_R}}\,s\,e^{-ik_R}&=w_R^\dagger\psi_D .
\label{eq:endr}
\end{align}
Solving \eqref{eq:endl} for $r$ gives
\begin{equation}
r=-e^{2ik_L}-\frac{\sqrt{v_L}}{t_L}e^{ik_L}\,w_L^\dagger\psi_D .
\label{eq:rfirst}
\end{equation}
The end-site values follow. On the right, \eqref{eq:endr} gives $\psi_0^R=s/\sqrt{v_R}=g_Rw_R^\dagger\psi_D$. On the left,
\begin{equation}
\psi_0^L=\frac{1+r}{\sqrt{v_L}}
=\frac{1-e^{2ik_L}}{\sqrt{v_L}}+g_Lw_L^\dagger\psi_D
=-\frac{i\sqrt{v_L}}{t_L}e^{ik_L}+g_Lw_L^\dagger\psi_D ,
\end{equation}
since $1-e^{2ik_L}=-2i\sin k_L\,e^{ik_L}=-i(v_L/t_L)e^{ik_L}$. The device equation is $(E-H)\psi_D=w_L\psi_0^L+w_R\psi_0^R$. Its terms with $g_L$ and $g_R$ are $\Sigma_L\psi_D$ and $\Sigma_R\psi_D$. Moving them to the left-hand side gives
\begin{equation}
\psi_D=-\frac{i\sqrt{v_L}}{t_L}e^{ik_L}\,Gw_L .
\label{eq:psid}
\end{equation}
Inserting this in \eqref{eq:endr} and \eqref{eq:rfirst} gives the amplitudes:
\begin{align}
s&=i\,e^{i(k_L+k_R)}\frac{\sqrt{v_Lv_R}}{t_Lt_R}\,w_R^\dagger Gw_L,
\label{eq:s}\\
r&=-e^{2ik_L}\left[1-i\frac{v_L}{t_L^2}\,w_L^\dagger Gw_L\right].
\label{eq:r}
\end{align}

\subsection{Equality with the trace}

Inserting \eqref{eq:rankone} in \eqref{eq:caroli} and using $\operatorname{Tr}(uv^\dagger)=v^\dagger u$,
\begin{equation}
\operatorname{Tr}[\Gamma_RG\Gamma_LG^\dagger]
=\frac{v_Lv_R}{t_L^2t_R^2}\,(w_R^\dagger Gw_L)(w_L^\dagger G^\dagger w_R)
=|s|^2 .
\label{eq:equal}
\end{equation}
This is the stated equality. If the incoming wave has amplitude $1$ instead, the outgoing amplitude is $a=s\sqrt{v_L/v_R}$, so $T=|a|^2v_R/v_L$.

Flux conservation follows from \eqref{eq:spectral}. Let $x=w_L^\dagger Gw_L$ and $\gamma_\alpha=v_\alpha/t_\alpha^2$. By \eqref{eq:r}, $|r|^2=1+2\gamma_L\operatorname{Im}x+\gamma_L^2|x|^2$. Taking $i(G-G^\dagger)=G^\dagger\Gamma G$ between $w_L^\dagger$ and $w_L$ gives $-2\operatorname{Im}x=\gamma_L|x|^2+\gamma_R|w_R^\dagger Gw_L|^2$. Therefore
\begin{equation}
|r|^2=1-\gamma_L\gamma_R|w_R^\dagger Gw_L|^2=1-|s|^2 .
\end{equation}

The factor $2\pi$ in the current formula fits this normalization. The standing wave $\sqrt{2/(\pi v_L)}\,\sin k_L(n+1)$ is normalized in energy, because the lattice sum gives $(\pi/2)\,\delta(k-k')=(\pi/2)\,v_L\,\delta(E-E')$. Its incoming part has amplitude $1/\sqrt{2\pi v_L}$ and thus flux $1/2\pi$. Each open channel supplies this flux per unit energy.

\section{Limits and several channels}

\paragraph{One level.} For a device with one site of energy $\varepsilon_0$, the matrices are numbers and $\operatorname{Im}\Sigma_\alpha=-\Gamma_\alpha/2$. Then
\begin{equation}
T=\frac{\Gamma_L\Gamma_R}
{(E-\varepsilon_0-\operatorname{Re}\Sigma)^2+(\Gamma_L+\Gamma_R)^2/4}.
\end{equation}
Where the first bracket vanishes, $T=4\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)^2$. This is one for equal widths. If the site and its couplings simply continue two identical chains, $\Sigma_L=\Sigma_R=-te^{ik}$, so $G^{-1}=-2t\cos k+2te^{ik}=iv$. With $\Gamma_L=\Gamma_R=v$ this gives $T=1$, as a chain without a defect requires.

\paragraph{Edge of the semiconductor band.} Let $E$ lie a small energy $\delta$ above the bottom of the right band. Then $\delta\simeq t_Rk_R^2$ and $v_R\simeq2\sqrt{t_R\delta}$. If $w_R^\dagger Gw_L$ stays finite and nonzero, and the left channel is open, \eqref{eq:equal} gives $T\propto\sqrt\delta$. Below the band, $e^{ik_R}$ is replaced by a real number of modulus less than one. Then $\Sigma_R$ is Hermitian, $\Gamma_R=0$ and $T=0$.

\paragraph{Several channels.} Suppose that the transverse modes of each lead form independent chains $c$ with coupling vectors $w_c$. Then $\Sigma_\alpha$ is a sum over the chains of lead $\alpha$. A closed chain adds a Hermitian term to $\Sigma_\alpha$ and nothing to $\Gamma_\alpha$. The matching above holds chain by chain, because every chain without an incoming wave has $\psi_0=g_cw_c^\dagger\psi_D$. For open chains $a$ on the left and $b$ on the right, \eqref{eq:s} holds with $L\to a$ and $R\to b$, and
\begin{equation}
\sum_{a,b}|s_{ba}|^2
=\sum_{a,b}\frac{v_av_b}{t_a^2t_b^2}|w_b^\dagger Gw_a|^2
=\operatorname{Tr}[\Gamma_RG\Gamma_LG^\dagger].
\end{equation}
The trace is then a sum of probabilities and may exceed one. Closed chains must be kept in $G$: they carry no current away, but they shift and mix the device levels.

\section{A model metal--semiconductor contact}
\label{sec:example}

The parameters are round numbers in hartree and describe no particular material. The metal chain has $\varepsilon_L=0$ and $t_L=0.10$. The semiconductor chain has $\varepsilon_R=0.12$ and $t_R=0.06$, so its band starts at $0.12-2(0.06)=0$. Four device sites carry a barrier of $0.04$, $0.03$, $0.02$ and $0.01$ on top of $\varepsilon_R$, which gives site energies $0.16$, $0.15$, $0.14$ and $0.13$. Neighbouring device sites are joined by $-0.06$. Site 1 couples to the metal with $-0.07$, and site 4 to the semiconductor with $-0.06$.

At $E=0.03$, \eqref{eq:band} gives $\cos k_L=-0.15$ and $\cos k_R=0.75$. The velocities are $v_L=0.197737$ and $v_R=0.079373$ sites per atomic unit of time. Each $\Sigma_\alpha$ has one nonzero element:
\begin{align}
(\Sigma_L)_{11}&=0.007350-0.048446\,i,&
(\Gamma_L)_{11}&=0.096891,\\
(\Sigma_R)_{44}&=-0.045000-0.039686\,i,&
(\Gamma_R)_{44}&=0.079373,
\end{align}
in hartree. Numerical inversion of the $4\times4$ matrix in \eqref{eq:green} gives, in inverse hartree,
\begin{equation}
G_{41}=1.600923-4.687903\,i,\qquad
G_{11}=-7.557162-4.907275\,i .
\end{equation}
The trace has a single term:
\begin{equation}
T=(\Gamma_R)_{44}(\Gamma_L)_{11}|G_{41}|^2
=0.079373\times0.096891\times24.5394=0.18872 .
\end{equation}
Solving the site equations for the waves, without self-energies, gives $s=-0.405270+0.156449\,i$ and the same $|s|^2=0.18872$. For the reflection, \eqref{eq:r} gives
\begin{equation}
|r|^2=|1-i(\Gamma_L)_{11}G_{11}|^2
=|0.52453+0.73222\,i|^2=0.81128 ,
\end{equation}
and the two probabilities add up to one. The amplitude ratio of the opening section is $|a|^2=0.18872\times0.197737/0.079373=0.470$.

With the Fermi level at $E=0.03$ hartree, zero temperature and small bias, the conductance for both spins is $2T/2\pi=T/\pi=0.0601$ atomic units, or $14.6$ microsiemens. This Fermi level lies $0.82$ eV above the bottom of the semiconductor band, so the model semiconductor is strongly degenerate. In a nondegenerate semiconductor the Fermi level lies below the band, where $T=0$. The current is then carried by thermally excited electrons, and the integral over $T(E)[f_L(E)-f_R(E)]$ must be used instead.

Repeating the inversion at other energies gives the following values.

\begin{center}
\begin{tabular}{rr}
$E$ (hartree) & $T$\\
$-0.01$ & $0.000$\\
$0.01$ & $0.042$\\
$0.03$ & $0.189$\\
$0.05$ & $0.467$\\
$0.08$ & $0.667$\\
$0.12$ & $0.746$
\end{tabular}
\end{center}

The first energy lies below the semiconductor band, where $\Gamma_R=0$. Between $0.01$ and $0.03$ hartree, $T$ grows by a factor of $4.47$. By \eqref{eq:band}, the product $v_Lv_R$ grows by $1.64$, so the remaining factor of $2.73$ is the growth of $|G_{41}|^2$. The square-root law of the band edge, which treats $G_{41}$ as constant, therefore does not describe this interval. At $0.05$ hartree and above, the energy exceeds the highest barrier value of $0.04$ hartree, yet $T$ stays below one at the listed energies: clearing the barrier does not by itself make the contact free of reflection.

Numbers in the example were calculated in double precision.
